# Time-averaged acid diffusion from a point source during resist baking

In a positive-tone chemically amplified resist, exposure creates acid molecules. During the post-exposure bake each acid diffuses and removes protecting groups from the polymer without being consumed, and the developer later dissolves regions where enough groups are gone. The problem is to find how the deprotection caused by one acid is distributed in space.

The acid starts at the origin at time $\tau=0$. It diffuses with constant diffusivity $D$ in an unbounded, isotropic medium, without loss, until the bake ends at time $t$. Its probability density, averaged over trajectories, is

$$G(r,\tau)=\frac{e^{-r^2/4D\tau}}{(4\pi D\tau)^{3/2}} .$$

The example takes $D=0.8$ nm²/s, $t=60$ s, a deprotection rate constant $k=0.4$ nm³/s, an acid density $c=0.05$ nm⁻³ and a film 40 nm thick. These are rough, round choices for an EUV resist with an ester-protected polymer baked near 100 °C. They give $Dt=48$ nm² and $kt=24$ nm³.

**(a) Which property of the acid distribution sets the deprotection?**

In a smooth acid density $h(\mathbf r,\tau)$, a protecting group reacts at rate $kh$. The unreacted fraction $m$ obeys $\partial m/\partial\tau=-khm$. Dividing by $m$ and integrating from $m=1$ gives

$$m(\mathbf r,t)=\exp\Big[-k\int_0^t h(\mathbf r,\tau)\,d\tau\Big].$$

The exponent is $kt$ times the time-averaged density, not the density at the end of the bake. Since diffusion is linear, the averages from many acids add. The one-acid kernel needed is therefore

$$K(r)=\frac1t\int_0^t G(r,\tau)\,d\tau .$$

For one wandering acid, the exponent $X$ at a given place is random, with mean $\langle X\rangle=ktK$. Because $1-e^{-X}$ is concave and lies below $X$,

$$\langle 1-e^{-X}\rangle\le 1-e^{-\langle X\rangle}\le\langle X\rangle .$$

Thus $ktK$ is the deprotection probability to first order in the rate constant $k$, and an upper bound beyond that order. A small value of $ktK$ does not by itself make the estimate accurate, because an acid that reaches a group tends to return to it; part (g) gives the size of this error for a 1 nm hop.

**(b) Evaluate $K(r)$ for $r>0$.**

Let $s=r/(2\sqrt{D\tau})$, which makes the exponential a Gaussian in $s$. Then

$$\tau=\frac{r^2}{4Ds^2},\qquad d\tau=-\frac{r^2}{2Ds^3}\,ds,\qquad 4\pi D\tau=\frac{\pi r^2}{s^2}.$$

The prefactor of $G$ is $s^3/(\pi^{3/2}r^3)$, so

$$G\,d\tau=-\frac{e^{-s^2}}{2\pi^{3/2}Dr}\,ds .$$

As $\tau$ runs from $0$ to $t$, $s$ falls from infinity to $u=r/(2\sqrt{Dt})$. Reversing the limits removes the minus sign. With $\int_u^\infty e^{-s^2}ds=(\sqrt\pi/2)\,\mathrm{erfc}\,u$,

$$\boxed{K(r)=\frac{1}{4\pi Dt\,r}\,\mathrm{erfc}\!\left(\frac{r}{2\sqrt{Dt}}\right)}$$

For the example, $2\sqrt{Dt}=13.86$ nm and $1/(4\pi Dt)=1.658\times10^{-3}$ nm⁻². At $r=1$ nm this gives $K=1.52\times10^{-3}$ nm⁻³. The linear deprotection there is $24\times1.523\times10^{-3}=3.7\%$.

**(c) How does $K$ behave near the origin, and which part of the bake is responsible?**

For small $u$, $\mathrm{erfc}\,u=1-(2/\sqrt\pi)(u-u^3/3+\dots)$. Inserting $u=r/(2\sqrt{Dt})$ and dividing by $r$,

$$K(r)=\frac1{4\pi Dt}\left[\frac1r-\frac1{\sqrt{\pi Dt}}+\frac{r^2}{12\sqrt\pi\,(Dt)^{3/2}}+\dots\right].$$

The kernel diverges as $1/r$, although $G(0,t)$ is finite for every $t>0$. To locate the cause, stop the integral at $\tau_1<t$ but still divide by $t$. The substitution of part (b) changes only in its lower limit, so the share of $K$ collected before $\tau_1$ is

$$\frac{\mathrm{erfc}\big(r/2\sqrt{D\tau_1}\big)}{\mathrm{erfc}\big(r/2\sqrt{Dt}\big)}\;\longrightarrow\;1\qquad(r\to0).$$

The rest of the bake contributes a finite amount at the origin:

$$\frac1t\int_{\tau_1}^t\frac{d\tau}{(4\pi D\tau)^{3/2}}=\frac{2}{t(4\pi D)^{3/2}}\left(\frac1{\sqrt{\tau_1}}-\frac1{\sqrt t}\right).$$

Since $\tau_1$ may be as small as one likes, the divergence comes from the start of the bake, when the acid has hardly left its point of origin. In the example, the first second supplies 94% of $K$ at 0.1 nm, 47% at 1 nm and 0.01% at 5 nm.

The diffusion equation gives the coefficient a second way. Integrating $D\nabla^2G=\partial G/\partial\tau$ over the bake, with $G(\mathbf r,0)=\delta(\mathbf r)$, yields

$$Dt\,\nabla^2K=G(r,t)-\delta(\mathbf r).$$

Integrate over a ball of radius $\varepsilon$. The left side becomes $4\pi\varepsilon^2Dt\,K'(\varepsilon)$, and the right side tends to $-1$. If $K\simeq A/r$, then $K'=-A/\varepsilon^2$, so $-4\pi DtA=-1$ and $A=1/(4\pi Dt)$, as found above.

**(d) How much weight lies near the singularity, and how does $K$ differ from the final acid distribution?**

The weight inside radius $R$ is

$$F(R)=\int_0^R4\pi r^2K\,dr=\frac1{Dt}\int_0^Rr\,\mathrm{erfc}\!\left(\frac r{2\sqrt{Dt}}\right)dr .$$

Put $r=2\sqrt{Dt}\,v$ and $U=R/(2\sqrt{Dt})$. Since $r\,dr=4Dt\,v\,dv$, integration by parts gives

$$F=4\int_0^Uv\,\mathrm{erfc}\,v\,dv
=2U^2\mathrm{erfc}\,U+\frac4{\sqrt\pi}\int_0^Uv^2e^{-v^2}dv .$$

A second integration by parts gives $\int_0^Uv^2e^{-v^2}dv=-\tfrac12Ue^{-U^2}+\tfrac{\sqrt\pi}4\mathrm{erf}\,U$. Hence

$$F(R)=\mathrm{erf}\,U-\frac{2U}{\sqrt\pi}e^{-U^2}+2U^2\mathrm{erfc}\,U .$$

For large $U$ this tends to 1, so $K$ is normalized. For small $U$ the first two terms cancel through order $U$ and leave a term in $U^3$. The leading result is $F\simeq2U^2=R^2/(2Dt)$. The density diverges, but the weight near the origin vanishes. Inside 1 nm the leading estimate is $1/96=1.0\%$, and the full formula gives 0.99%.

The mean-square radius follows by averaging $6D\tau$ over time:

$$\langle r^2\rangle_K=\frac1t\int_0^t6D\tau\,d\tau=3Dt .$$

This is half the final value $6Dt$. Per axis, the rms spread is 6.9 nm for $K$ and 9.8 nm for the final Gaussian. The median radii are 9.6 nm and 15.1 nm.

| $r$ (nm) | $K$ (nm⁻³) | $G(r,t)$ (nm⁻³) |
|---|---|---|
| 1 | $1.52\times10^{-3}$ | $6.72\times10^{-5}$ |
| 5 | $2.02\times10^{-4}$ | $5.93\times10^{-5}$ |
| 10 | $5.10\times10^{-5}$ | $4.01\times10^{-5}$ |
| 20 | $3.42\times10^{-6}$ | $8.41\times10^{-6}$ |

At large distance the order reverses. There $\mathrm{erfc}\,u\simeq e^{-u^2}/(u\sqrt\pi)$, and dividing $K$ by $G(r,t)$ gives

$$\frac{K}{G}\simeq\frac{(4\pi Dt)^{3/2}}{4\pi Dt\,r\,u\sqrt\pi}
=\frac{2\sqrt{Dt}}{ru}=\frac1{u^2}=\frac{4Dt}{r^2}.$$

An acid found far away has arrived late, so its time-averaged presence there is small. At 20 nm the table gives a ratio of 0.41; the leading formula gives 0.48, since $u=1.44$ is not yet large.

**(e) Does the divergence survive for a line or a plane of acid?**

For a line source of unit strength per length, integrating $G$ along the line removes one Gaussian factor and leaves $e^{-\rho^2/4D\tau}/(4\pi D\tau)$, where $\rho$ is the distance from the line. With $w=\rho^2/(4D\tau)$, $d\tau/\tau=-dw/w$, and

$$K_2(\rho)=\frac1{4\pi Dt}\int_{\rho^2/4Dt}^\infty\frac{e^{-w}}w\,dw=\frac{E_1(\rho^2/4Dt)}{4\pi Dt}.$$

The integrand behaves as $1/w$ at small $w$, so the divergence is logarithmic.

For a plane source, sum $K$ over points of the plane. At height $x$, a point at lateral distance $\rho$ lies at $r=\sqrt{x^2+\rho^2}$, so $\rho\,d\rho=r\,dr$ and

$$K_1(x)=\int_{|x|}^\infty2\pi rK\,dr=\frac1{2Dt}\int_{|x|}^\infty\mathrm{erfc}\!\left(\frac r{2\sqrt{Dt}}\right)dr .$$

Let $u=|x|/(2\sqrt{Dt})$. By parts, $\int_u^\infty\mathrm{erfc}\,v\,dv=e^{-u^2}/\sqrt\pi-u\,\mathrm{erfc}\,u$. Thus

$$K_1(x)=\frac{e^{-u^2}}{\sqrt{\pi Dt}}-\frac{|x|}{2Dt}\,\mathrm{erfc}\,u .$$

This is finite at $x=0$, where it equals 0.081 nm⁻¹ in the example. It has a cusp there, with slopes $\mp1/(2Dt)$ on the two sides. In the mean-field description, the image of a long straight edge, uniform through the film, is blurred by $K_1$. The exponent and its slope are continuous across the edge; the cusp of $K_1$ appears only as a jump in the curvature.

**(f) Does the singularity make the noise from random acid positions infinite?**

Let acids be placed independently with mean density $c$ (Poisson statistics), and give each its mean kernel. The exponent is $kt\sum_iK(|\mathbf r-\mathbf r_i|)$. Its mean is $ktc$, because $K$ is normalized, and its variance is $(kt)^2c\int K^2d^3r$. Near the origin $K^2r^2$ is finite, so the integral converges.

To evaluate it, write each $K$ as a time average. The overlap of two centred Gaussians is $\int G(r,\tau)G(r,\tau')d^3r=[4\pi D(\tau+\tau')]^{-3/2}$. The first time integral is

$$\int_0^t(\tau+\tau')^{-3/2}d\tau=2\left[\tau'^{-1/2}-(t+\tau')^{-1/2}\right].$$

The second is $2[2\sqrt t-2(\sqrt{2t}-\sqrt t)]=4(2-\sqrt2)\sqrt t$. Dividing by $t^2$,

$$\int K^2d^3r=\frac{4(2-\sqrt2)}{(4\pi Dt)^{3/2}} .$$

In the example this is $1.58\times10^{-4}$ nm⁻³. The mean exponent is $24\times0.05=1.2$, which corresponds to 70% deprotection in the mean-field formula of part (a); repeated returns of the same acid, treated in part (g), lower this somewhat. Its standard deviation is $24\sqrt{0.05\times1.58\times10^{-4}}=0.067$, or 5.6% of the mean.

Using the final Gaussian instead, with $D$, $t$, $k$ and $c$ unchanged, gives 0.026. The concentrated kernel therefore raises this noise by a factor 2.6. Random trajectories add further variance: the total variance is the variance of the conditional mean, computed here, plus the mean conditional variance, which is not negative. This second part need not be small. For a point group in the continuum it contains $\int G(0,s)\,ds$ over return times $s$, which diverges at small $s$; only a finite hop or reaction size keeps it finite. The value 0.067 is therefore the noise from acid positions alone, not the total. For a single site in the hopping model of part (g), with 1 nm hops, the total standard deviation of the exponent is 0.54, so the random trajectories dominate at that scale.

**(g) What replaces the divergence when the source or the hop has a finite size?**

First spread the initial acid over a Gaussian of width $s_0$ per axis. Diffusion adds $2D\tau$ to the variance, so the central density is $[2\pi(s_0^2+2D\tau)]^{-3/2}$. Its time average is

$$K_{s_0}(0)=\frac1{(2\pi)^{3/2}Dt}\left[\frac1{s_0}-\frac1{\sqrt{s_0^2+2Dt}}\right].$$

For $s_0=1$ nm this is $1.19\times10^{-3}$ nm⁻³. The value grows as $1/s_0$ when the source shrinks, which is the same singularity seen through a finite source.

Next keep a point acid but let it hop on a cubic lattice of spacing $a$, at rate $D/a^2$ to each of its six neighbours. The mean-square displacement is then $6D\tau$, as before. Along one axis the site probabilities obey

$$\dot P_n=\frac D{a^2}(P_{n+1}+P_{n-1}-2P_n).$$

The generating function $\sum_nP_nq^n$ is $\exp[(D\tau/a^2)(q+1/q-2)]$. Its coefficients are $P_n=e^{-z}I_n(z)$, with $z=2D\tau/a^2$ and $I_n$ the modified Bessel function. The three axes are independent, so the averaged density at the starting site is

$$K_a(0)=\frac1{a^3t}\int_0^tP_0^3\,d\tau=\frac1{2Dt\,a}\int_0^{2Dt/a^2}\left[e^{-z}I_0(z)\right]^3dz .$$

At large $z$ the integrand falls as $z^{-3/2}$, so the integral converges and the peak scales as $1/a$ when $a^2\ll2Dt$.

For $a=1$ nm the peak is $5.1\times10^{-3}$ nm⁻³, the value that $K$ reaches at $r=0.31$ nm. The continuum value at 0.1 nm, $1.64\times10^{-2}$ nm⁻³, therefore has no meaning in this hopping model. Along a lattice axis the hopping result exceeds $K$ by 9% at 1 nm, 9% at 2 nm and 2% at 5 nm. The sign depends on direction: along the body diagonal the result lies below $K$, by 6% at 1.7 nm. At a fixed distance of 4 nm, halving the hop reduces the excess from 2.8% to 0.6%.

The hopping model also tests the linear response of part (a). Let a group at the starting site react at rate $\lambda=k/a^3$ while the acid is there, and write $p(\tau)=P_0^3(\tau)$ for the return probability. Let $Q(\tau)$ be the probability that the acid is on this site and the group is still unreacted. Removing the paths on which the reaction took place at an earlier time $\tau'$ gives

$$Q(\tau)=p(\tau)-\lambda\int_0^\tau p(\tau-\tau')\,Q(\tau')\,d\tau' .$$

The reaction probability is $\lambda\int_0^tQ\,d\tau$, which is 11.0% here. The linear estimate is $24\times5.13\times10^{-3}=12.3\%$, and the exponential of the mean gives 11.6%. The order agrees with the inequality in (a). The linear value is too high by 12% of the random-trajectory result. The excess hardly depends on distance: for a group 10 nm away along a lattice axis it is also 12%, although the deprotection there is only 0.1%. It does depend on the hop length. The error comes from returns after a first visit, whose mean contribution is about $\lambda\int_0^tp\,d\tau=ktK_a(0)$. At fixed $k$ and $D$ this grows as $1/a$, so a 0.5 nm hop roughly doubles the error.

**(h) Which neglected processes change the near field, and which change the range?**

Let acid disappear at a constant rate $\kappa$, so that $G$ is multiplied by $e^{-\kappa\tau}$. Since $1-e^{-\kappa\tau}\le\kappa\tau$, the reduction of $K$ is at most

$$\frac\kappa t\int_0^t\tau G\,d\tau\le\frac{\kappa}{t(4\pi D)^{3/2}}\int_0^t\tau^{-1/2}d\tau=\frac{2\kappa}{(4\pi D)^{3/2}\sqrt t}.$$

This is finite at the origin, so the coefficient of $1/r$ is unchanged. The range does change. For $\kappa t\gg1$ the time integral $f$ of the density obeys $D\nabla^2f-\kappa f=-\delta$. Away from the origin $(rf)''=(\kappa/D)rf$, whose decaying solution with unit source is

$$f=\frac{e^{-r\sqrt{\kappa/D}}}{4\pi Dr}.$$

The range is $\sqrt{D/\kappa}$. A slow loss of 0.005 s⁻¹ lowers $K$ by 2% at 1 nm and 15% at 10 nm. Here $\kappa t=0.3$, so the bake time still limits the reach, and the value of $\sqrt{D/\kappa}$ printed as the range for this case would apply only to a much longer bake.

Capture by immobile quencher is much stronger. Around an absorbing sphere of radius $b$, the steady acid density is $h_\infty(1-b/r)$, and the inward flux is $4\pi b^2D\,h_\infty/b=4\pi Dbh_\infty$. For quencher density $n_q$, with each quencher acting independently, $\kappa=4\pi Dbn_q$. With $b=1$ nm and $n_q=0.02$ nm⁻³, this is 0.20 s⁻¹. The range is $1/\sqrt{4\pi bn_q}=2.0$ nm, independent of $D$. With this steady rate the kernel falls by 34% at 1 nm and 98% at 10 nm. The first figure is too low. The steady flux is established only after times well above $b^2/D\approx1$ s, and much of the kernel at 1 nm is collected earlier, when capture is faster. Allowing for this, the fall at 1 nm is between 40% and 50%. This estimate assumes undepleted quencher, as in weakly exposed regions; where acid is in excess, the quencher is used up and the loss subsides.

If $D$ varies smoothly in time but not in space, $G$ depends on $S=\int_0^\tau D\,d\tau'$, and $d\tau=dS/D$. Near $S=0$, $1/D=1/D(0)+O(S)$. The correction involves $\int S^{-1/2}dS$, which is finite at the lower limit. The near field is therefore $1/[4\pi D(0)t\,r]$: the initial diffusivity sets it. A linear rise of $D$ to twice its initial value lowers $K$ by 5% at 1 nm and 12% at 10 nm, relative to constant $D=D(0)$.

Reflecting film surfaces add image sources. For an acid 5 nm below the surface, $K$ at the same depth and 5 nm to the side rises by 19%. A bake 1 K hotter, with a rough activation energy of 1 eV, raises $D$ by 9%; with $t$ fixed, $K$ falls by 8% at 1 nm and 2% at 10 nm. The rate constant $k$ also rises with temperature, so the deprotection $ktK$ need not fall.

For a real resist, a bake of about a minute near 100 °C is ordinary. The spread of about 10 nm is on the long side for the finest EUV patterns, and both $D$ and $k$ depend strongly on the formulation. Among the changes to $K$ sized here, the largest comes from quencher, which real formulations usually contain: in the undepleted limit it removes nearly all of the kernel at 10 nm. That limit does not apply at the example's mean acid density of 0.05 nm⁻³, which exceeds the assumed quencher density; the loss is then smaller. Real diffusivity can also depend on local deprotection, which makes it nonuniform in space; that case lies outside the formulas above. The kernel is thus best used where little acid is lost to quencher, at distances well above the hop length and away from the film surfaces. Reading $ktK$ as a deprotection probability also requires the return error of part (g) to be small, which distance alone does not ensure. The main numerical values are in the output below.

## Calculated quantities

```
D = 0.8 nm^2/s, bake t = 60.0 s, Dt = 48.00 nm^2
k = 0.4 nm^3/s, k t = 24.00 nm^3
acid density = 0.05 nm^-3, film = 40.0 nm
2 sqrt(Dt) = 13.856 nm
final rms spread per axis sqrt(2Dt) = 9.798 nm
averaged rms spread per axis = 6.928 nm
near-field coefficient 1/(4 pi Dt) = 1.65786e-03 nm^-2
final Gaussian at r=0: 6.7503e-05 nm^-3
r (nm), K (nm^-3), final Gaussian (nm^-3), linear deprotection (%)
  0.1 1.6444e-02 6.7500e-05 39.4647
  1.0 1.5231e-03 6.7152e-05 3.6554
  5.0 2.0220e-04 5.9262e-05 0.4853
 10.0 5.0968e-05 4.0099e-05 0.1223
 20.0 3.4174e-06 8.4051e-06 0.0082
share of K(0.1 nm) from first 1 s: 94.47 %
share of K(1.0 nm) from first 1 s: 46.72 %
share of K(5.0 nm) from first 1 s: 0.01 %
kernel weight inside 1.0 nm: 0.99 %
kernel weight inside 5.0 nm: 19.15 %
kernel weight inside 10.0 nm: 52.91 %
median radius of K: 9.552 nm
median radius of final Gaussian: 15.071 nm
line kernel at 1 nm: 7.7679e-03 nm^-2
plane kernel at 0: 8.1434e-02 nm^-1
uniform exposure: exponent 1.200, deprotected 69.88 %
integral of K^2: 1.5817e-04 nm^-3
exponent noise, K: 0.0675 (no unit)
exponent noise, final Gaussian: 0.0262 (no unit)
Gaussian source width 1.0 nm: centre 1.1885e-03 nm^-3
hop 1.0 nm: lattice peak 5.1300e-03 nm^-3
K equals lattice peak at r = 0.3149 nm
lattice minus K at 1 nm on axis: 8.86 %
lattice minus K at 2 nm on axis: 9.27 %
lattice minus K at 5 nm on axis: 1.84 %
at 4 nm: hop 1 nm 2.847 %, hop 0.5 nm 0.588 %
start-site deprotection, linear: 12.312 %
same, exponential of mean: 11.584 %
same, random trajectory: 10.965 %
film surfaces, depth 5.0 nm, lateral 5.0 nm: +18.61 %
quencher 0.02 nm^-3, capture radius 1.0 nm
slow loss: rate 0.0050 s^-1, range 12.649 nm
  change of K at 1 nm -2.21 %, at 10 nm -14.53 %
quencher: rate 0.2011 s^-1, range 1.995 nm
  change of K at 1 nm -34.07 %, at 10 nm -97.84 %
D doubling in bake: K at 1 nm -4.57 %, at 10 nm -11.89 %
+1 K at 373.15 K, 1.0 eV: D +8.67 %
  K at 1 nm -7.65 %, at 10 nm -1.96 %
```
